# Heat Conductivity of a Binary Fluid at Zero Diffusive Flux, part 2

A simulated two-species fluid conducts heat along $z$ between a hot and a cold region. Which thermal conductivity is measured, and how does it differ from that at uniform composition? Pressure is uniform, a prime means $\partial/\partial z$, and the liquid is treated in SI units.

Species 1 has mass fraction $w$, mole fraction $x$ and molar mass $M_1$; species 2 has molar mass $M_2$. The mass density is $\rho$, $\bar M=xM_1+(1-x)M_2$, and $R$ is the gas constant. Per unit mass, $\mu$ and $h$ are the differences (1 minus 2) of chemical potentials and partial enthalpies, and $\mu_w=(\partial\mu/\partial w)_{T,p}$. $J_1$ is the diffusive mass flux of species 1, $J_u$ the energy flux, and $J_q=J_u-hJ_1$. With $X_q=-T'/T^2$ and $X_1=-\mu_ww'/T$,

$$J_q=L_{qq}X_q+L_{q1}X_1,\qquad J_1=L_{q1}X_q+L_{11}X_1.$$

At uniform composition the conductivity is $\lambda_0=L_{qq}/T^2$. A closed steady cell has $J_1=0$ and measures $\lambda=\lambda_0-\Delta\lambda$. With energy flux and uniform $\mu/T$ it is instead

$$\frac{L_{uu}}{T^2}=\lambda+\frac{(L_{q1}+hL_{11})^2}{L_{11}T^2},\qquad L_{u1}=L_{q1}+hL_{11}.$$

The diffusion coefficient $D$ is defined by $J_1=-\rho Dw'$ at uniform temperature, the Soret coefficient $S_T$ by $w'=-w(1-w)S_TT'$ at $J_1=0$. Part (f) found

$$L_{11}=\frac{\rho DT}{\mu_w},\qquad L_{q1}=L_{11}\mu_wT\,w(1-w)S_T,$$

$$\Delta\lambda=\frac{L_{q1}^2}{L_{11}T^2}=L_{11}\mu_w^2[w(1-w)S_T]^2=\rho DT\mu_w[w(1-w)S_T]^2,$$

and, for an ideal mixture,

$$\frac{x}{1-x}=\frac{w}{1-w}\frac{M_2}{M_1},\qquad \mu_w=\frac{RT\bar M}{M_1M_2w(1-w)}.$$

Part (e) treated light particles of mass $m$ and partial pressure $p_1$, scattered elastically and isotropically by very heavy ones. It found $\lambda/\lambda_0=8/9$ for constant mean free path and $\lambda=\lambda_0$ for constant collision time. In the numerical output for this gas, "simulation" means solving the light particles' transport equation between thermal walls, and the cross coefficients refer to the particle flux $J_1/m$. For constant collision time, wall layers and the grid account for the small nonzero cross coefficient.

### (g) What are the two conductivities of a typical organic liquid mixture?

Take a mixture in the regime of toluene and hexane with these rough, rounded inputs:

- $T=300$ K, $\rho=750$ kg/m³ and $w=0.50$;
- $M_1=0.090$ kg/mol and $M_2=0.085$ kg/mol;
- $D=2.5\times10^{-9}$ m²/s and $S_T=5.0\times10^{-3}$ K$^{-1}$;
- closed conductivity $\lambda=0.13$ W/(m K).

The cell is 10 nm long, with a temperature drop of 40 K. Find the difference, the separation of the species and the effect of the choice of energy flux.

**Solution.** The mole fraction is $x=0.486$, so $\bar M=0.0874$ kg/mol, and

$$\mu_w=\frac{8.314\times300\times0.0874}{0.090\times0.085\times0.25}\ \mathrm{J/kg}\approx1.14\times10^5\ \mathrm{J/kg}.$$

The diffusion coefficient gives

$$L_{11}=\frac{750\times2.5\times10^{-9}\times300}{1.14\times10^5}\approx4.93\times10^{-9}\ \mathrm{kg\,K\,s/m^3}.$$

With $w(1-w)S_T=0.25\times5.0\times10^{-3}=1.25\times10^{-3}$ K$^{-1}$, the cross coefficient is

$$L_{q1}=4.93\times10^{-9}\times1.14\times10^5\times300\times1.25\times10^{-3}\approx2.11\times10^{-4}\ \mathrm{kg\,K/(m\,s)}.$$

This unit follows from dividing a mass flux by $X_q$. The numerical output attaches W K/m to this coefficient; that label is wrong, while the number is in the SI unit given here.

The difference is

$$\Delta\lambda=750\times2.5\times10^{-9}\times300\times1.14\times10^5\times(1.25\times10^{-3})^2\approx1.0\times10^{-4}\ \mathrm{W/(m\,K)}.$$

Thus $\lambda_0\approx0.1301$ W/(m K), and the difference is 0.077 % of $\lambda$. With the other inputs fixed, the relative difference scales as $S_T^2$, so a one-percent difference needs

$$S_T=5.0\times10^{-3}\sqrt{\frac{1}{0.077}}\ \mathrm{K^{-1}}\approx0.018\ \mathrm{K^{-1}}.$$

The separation is easier to see than its effect on conduction. From the hot end to the cold end the mass fraction of species 1 rises by

$$w(1-w)S_T\,\Delta T=1.25\times10^{-3}\times40=0.050.$$

A visible composition gradient therefore does not imply a large correction to the conductivity.

The choice of energy flux can matter far more, depending on the energy references. Suppose that the energy references give $h=10^6$ J/kg. Then $L_{q1}+hL_{11}\approx5.14\times10^{-3}$ kg K/(m s), and

$$\frac{L_{uu}}{T^2}=0.130+\frac{(5.14\times10^{-3})^2}{4.93\times10^{-9}\times300^2}\approx0.190\ \mathrm{W/(m\,K)}.$$

For $h=10^5$ J/kg the result is 0.131 W/(m K), and for $h=-10^6$ J/kg it is 0.180 W/(m K). The closed conductivity stays at 0.130 W/(m K) in all three cases. A calculation from equilibrium fluctuations that keeps only the energy-flux coefficient $L_{uu}$ can thus miss $\lambda$ by tens of percent, although the two conductivities defined with $J_q$ nearly agree. Subtracting $L_{u1}^2/L_{11}$ removes this error.

### (h) How long must the simulation run?

Start with uniform composition and a linear temperature profile between fixed end temperatures. Assume that the cross effect is weak and that heat spreads much faster than composition. Find the conductivity obtained at time $t$ from the heat flux averaged over the cell.

**Solution.** Let the hot end be at $z=0$ and the cold end at $z=L$, and write $T'=-G$ with $G>0$. From part (f), $L_{q1}/T^2=\rho Dw(1-w)S_T$, since $L_{11}\mu_w/T=\rho D$. The diffusive flux is therefore

$$J_1=-\rho D\,[w'+w(1-w)S_TT']=-\rho D(g-g_s),$$

where

$$g=w',\qquad g_s=w(1-w)S_TG.$$

For small separation the coefficients can be held constant, so $g_s$ is constant. The species balance $\rho\,\partial w/\partial t=-J_1'$ becomes $\partial w/\partial t=Dg'$. Its derivative with respect to $z$ is

$$\frac{\partial g}{\partial t}=Dg''.$$

At both ends $J_1=0$, hence $g=g_s$ there. At the start $g=0$ in the interior. The difference $g_s-g$ vanishes at the ends and starts from the constant $g_s$. The sine series of a constant on $0<z<L$ contains odd terms only, with coefficients $4/(n\pi)$, so

$$g=g_s\left[1-\sum_{n\ \mathrm{odd}}\frac{4}{n\pi}\sin\frac{n\pi z}{L}\,e^{-n^2\pi^2Dt/L^2}\right].$$

The average of $\sin(n\pi z/L)$ over the cell is $2/(n\pi)$ for odd $n$. The cell average of $g$ is then

$$\bar g=g_s[1-F(t)],\qquad F(t)=\sum_{n\ \mathrm{odd}}\frac{8}{n^2\pi^2}e^{-n^2\pi^2Dt/L^2}.$$

The average heat flux is

$$\bar J_q=\lambda_0G-\frac{L_{q1}\mu_w}{T}\bar g.$$

The first term depends only on the end temperatures, because the average temperature gradient is fixed by them. In the second, insertion of $L_{q1}$ and $g_s$ gives

$$\frac{L_{q1}\mu_wg_s}{T}=L_{11}\mu_w^2[w(1-w)S_T]^2G=\Delta\lambda\,G.$$

Division by $G$ yields the apparent conductivity

$$\lambda_{\rm app}(t)=\lambda_0-\Delta\lambda[1-F(t)]=\lambda+\Delta\lambda\,F(t).$$

Since the sum of $1/n^2$ over odd $n$ is $\pi^2/8$, $F(0)=1$. At the start the cell average of $J_q$ gives $\lambda_0$, and at late times it gives $\lambda$. In between it gives neither. If the recorded flux is the energy flux $J_u=J_q+hJ_1$, its average also contains the enthalpy carried by diffusion until $J_1$ has died out. With the inputs of part (g) and $h=10^6$ J/kg, its initial excess over $\lambda$ is about $24\,\Delta\lambda$ instead of $\Delta\lambda$. The power supplied by the thermostats follows the same curve only after the temperature profile has settled. At an impermeable end $J_1=0$ from the outset, so the initial linear profile gives $\lambda$ there.

The slowest term decays with the time

$$t_w=\frac{L^2}{\pi^2D}=\frac{(10^{-8})^2}{\pi^2\times2.5\times10^{-9}}\ \mathrm{s}\approx4.1\ \mathrm{ns}.$$

The remaining fraction $F$ is 0.64 after 1 ns, 0.30 after 4 ns and 0.006 after 20 ns. Doubling the hot-to-cold distance at fixed $D$ makes each of these times four times longer.

These fractions are instantaneous. A simulation reports a time average, and an average begun at $t=0$ forgets the start slowly. For $t\gg t_w$ it retains the fraction

$$\frac1t\int_0^tF(t')\,dt'\approx\frac{L^2}{12Dt},$$

which is still 0.17 after 20 ns. Discarding the first 20 ns removes this bias, but for $J_q$ the bias is only about 0.013 % of $\lambda$. In the 10 nm cube considered next it lies far below the thermal noise, and discarding 20 ns of a 40 ns run raises the total error from about 0.55 % to 0.77 %. Discarding pays when a larger cross-section or many repeated runs have brought the noise below the bias, or when the steady composition profile itself is wanted.

Relaxation is not the only limit on the length of the run. The heat flux also fluctuates thermally. For a liquid volume $V$ between the hot and cold ends, the equilibrium fluctuations give an average over a long time $t$ the relative standard error

$$\frac{\delta\lambda}{\lambda}\approx\sqrt{\frac{2k_{\rm B}T^2}{\lambda VtG^2}},$$

where $k_{\rm B}$ is Boltzmann's constant. For a cube of side 10 nm this is about 0.8 % after 20 ns of averaging. Bringing it down to the 0.077 % difference of part (g) takes about 2 µs, and a smaller cross-section needs proportionally longer. In such a cube, a run of some tens of nanoseconds can therefore measure $\lambda$ to about one percent, but it cannot resolve $\Delta\lambda$.

The assumption of fast heat can be checked with the heat capacity $c_p=1900$ J/(kg K), another rough input:

$$t_T=\frac{L^2\rho c_p}{\pi^2\lambda}=\frac{10^{-16}\times750\times1900}{\pi^2\times0.13}\ \mathrm{s}\approx0.11\ \mathrm{ns}.$$

This is about 36 times shorter than $t_w$. Pressure evens out faster still. At a rough sound speed of 1100 m/s, sound crosses the cell in about 9 ps, and with a rough shear viscosity of $4\times10^{-4}$ Pa s the slowest sound wave decays with a time of about 30 ps or less. A temperature profile that has stopped changing is therefore no evidence that the composition has done so.

The series was tested against a direct integration of the coupled heat and species balances, with impermeable ends and with the temperature free to respond. At 1, 4 and 20 ns the integration gave fractions 0.6430, 0.3021 and 0.0058, while the series gave 0.6432, 0.3021 and 0.0058.

The steady result does not require weak coupling. It was tested with $S_T$ raised twentyfold to 0.100 K$^{-1}$, the other inputs held fixed and $L_{qq}$ adjusted to keep the closed value at 0.130 W/(m K). The integrated cell settled at that value, while $\lambda_0$ was 0.170 W/(m K). The difference of 0.040 W/(m K) is 400 times the earlier one, as the square of $S_T$ requires. This tests the linear equations with constant coefficients. With so large an $S_T$, a drop of 40 K would formally change the mass fraction by 1.0, so a real liquid would need a far smaller drop for these equations to apply. In the linear equations the ratio of heat flux to temperature gradient does not depend on the size of the drop.

### (i) Which neglected effects matter for a real mixture?

Compare the example with real liquids. Let non-ideal mixing multiply $\mu_w$ by 0.7, and let $\lambda$ fall by a rough 0.2 % per kelvin.

**Solution.** The inputs have the size expected for small organic molecules near room temperature, but they are not fitted to a particular toluene–hexane sample. The temperature gradient is not typical of ordinary equipment: 40 K over 10 nm is 4 K/nm, a value chosen to obtain a signal in a small simulated cell.

Real mixtures are not ideal. With $\rho$, $D$, $T$, $w$ and $S_T$ held fixed, $\Delta\lambda$ is proportional to $\mu_w$. The assumed factor therefore lowers it from $1.0\times10^{-4}$ to $0.70\times10^{-4}$ W/(m K). This changes the correction by 30 %, but $\lambda_0$ by only about 0.02 %.

The variation of the local conductivity with temperature is larger than this correction. Each end differs by 20 K from the mean of the end temperatures, 300 K, so the local conductivity there differs from its value at 300 K by

$$0.002\times20=0.04,$$

or 4 % of that value. That is about fifty times the relative difference between $\lambda_0$ and $\lambda$. For a linear variation, however, the changes cancel when the conductivity is found from the temperatures of the liquid at its two ends, and the result is the value at 300 K. This is not quite the value at the middle of the cell. The hot side conducts less well and has the steeper gradient, so the middle is about 0.4 K colder than 300 K. The changes do not cancel if the gradient is read in one half only.

With solid walls, the wall temperatures must not be used in place of those of the liquid, because the temperature jumps at each interface. For a rough interface conductance of $10^8$ W/(m² K) at both walls, the wall temperatures would give 0.103 W/(m K) instead of 0.130 W/(m K). To resolve the difference, both conductivities must refer to the same temperature, pressure and mean composition. A mismatch of only 0.4 K in the mean temperature would change $\lambda$ by as much as the difference sought. The total temperature drop is 13 % of the mean temperature, so the linear laws should also be checked by repeating the simulation with a smaller drop.

For a mixture with these inputs, the closed conductivity can stand for the uniform-composition one, defined with $J_q$, whenever an error of 0.1 % is acceptable. That permission does not extend to every mixture. In the heavy–light gas of part (e) with constant mean free path, the closed value is 11 % below the uniform-composition value. That figure is a limit: neglecting both the collisions between light particles and the heat carried by the heavy ones requires an extreme mass ratio. For hard spheres with diameter ratio 2, the first Chapman–Enskog approximation gives 7 % in place of 11 % in this limit, and it gives at most about 4 % at mass ratio 10 and 5 % at mass ratio 33. The quantity to estimate first is $\rho DT\mu_w[w(1-w)S_T]^2$, compared with $\lambda$. The numerical output below gives the coefficients to more digits.

## Computed results

```
HEAVY-LIGHT GAS, reduced units k=m=T=1, per light particle
constant mean free path
  closed lambda: simulation 1.0664, formula 1.0638
  uniform composition: simulation 1.1998, formula 1.1968
  uniform mu/T: simulation 3.2000, formula 3.1915
  closed/uniform-composition ratio: 0.8889
  L1q -0.2666, Lq1 -0.2666, formula -0.2660
  dln(p1)/dlnT: simulation 0.5000, formula 0.5000
constant collision time
  closed lambda: simulation 2.4967, formula 2.5000
  uniform composition: simulation 2.4967, formula 2.5000
  uniform mu/T: simulation 8.7881, formula 8.7500
  closed/uniform-composition ratio: 1.0000
  L1q -0.0124, Lq1 -0.0124, formula -0.0000
  dln(p1)/dlnT: simulation 0.0049, formula 0.0000
LIQUID EXAMPLE, rough round inputs
T 300 K; density 750 kg/m^3; mass fraction 0.50
molar masses 0.090, 0.085 kg/mol; mole fraction 0.4857
D 2.50e-09 m^2/s; Soret coefficient 5.00e-03 1/K
heat capacity 1900 J/(kg K); sound speed 1100 m/s
cell length 10.0 nm; temperature drop 40 K
mu_w 1.1403e+05 J/kg
L11 4.9330e-09 kg K s/m^3
Lq1 2.1094e-04 W K s^0/m (equivalently J K/(m s))
Lqq 1.1709e+04 W K/m
closed conductivity 0.130000 W/(m K)
uniform-composition conductivity 0.130100 W/(m K)
difference 1.0022e-04 W/(m K) = 0.0771 % of closed
steady mass-fraction difference, cold minus hot 0.0500
composition relaxation time 4.053 ns
excess left at 1 ns: balances 0.6430, series 0.6432
excess left at 4 ns: balances 0.3021, series 0.3021
excess left at 20 ns: balances 0.0058, series 0.0058
h -1.0e+06 J/kg: Luu/T^2 0.180224, closed 0.130000 W/(m K)
h 1.0e+05 J/kg: Luu/T^2 0.131117, closed 0.130000 W/(m K)
h 1.0e+06 J/kg: Luu/T^2 0.189599, closed 0.130000 W/(m K)
h minimizing Luu -4.2760e+04 J/kg
Soret coefficient for 1 % difference 1.8008e-02 1/K
strong-coupling test: Soret coefficient 0.100 1/K
  closed 0.130000, uniform 0.170088 W/(m K)
NEGLECTED EFFECTS, sized for the liquid
non-ideal factor 0.7: difference 7.0153e-05 W/(m K)
relative lambda slope -2.0e-03 1/K: end-to-centre change 4.0 %
temperature drop divided by mean temperature 13.3 %
thermal start-up 111.1 ps; sound transit 9.1 ps
```
